# Spin-orbit coupling in cubic-field d levels: why e stays unsplit

## The decision: is a spinor calculation needed for the band edge?

A calculation of the conduction edge of a hafnia-like oxide can be run with scalar-relativistic orbitals or, at higher cost, with two-component spinors that include spin-orbit coupling. The choice depends on which d orbitals form the edge. For a cubic site with a t2 edge, the coupling splits the lowest level in first order. For an e edge, it leaves the level fourfold degenerate, counting spin, and moves it only in second order.

With a cubic gap of 3 eV and a spin-orbit constant of 0.2 eV, t2 splits by about 0.3 eV while e shifts by about 0.02 eV without splitting, whichever of the two lies lower. The reason is that orbital angular momentum has matrix elements within t2 but none within e. A distortion can change this conclusion, and the type of distortion matters.

## The model and the order of the levels

Consider one d electron at a site with full cubic symmetry. With $\hbar=1$,

$$H=H_{\rm cub}+\zeta\,\mathbf L\cdot\mathbf S,\qquad \mathbf L=-i\,\mathbf r\times\nabla,\qquad \zeta>0.$$

$H_{\rm cub}$ puts the e orbitals at energy 0 and the t2 orbitals at $\Delta$. Apart from a common radial factor, equally normalized orbitals are

$$|z^2\rangle=\tfrac12(2z^2-x^2-y^2),\qquad |x^2-y^2\rangle=\tfrac{\sqrt3}{2}(x^2-y^2),$$

$$|yz\rangle=\sqrt3\,yz,\qquad |zx\rangle=\sqrt3\,zx,\qquad |xy\rangle=\sqrt3\,xy.$$

The first two form e, the other three t2. In the fluorite structure the cation has eight neighbours at the corners of a cube, where $x^2=y^2=z^2$. Both e orbitals vanish along these directions, so they avoid the negative ligands and lie lower: $\Delta>0$. Eight negative point charges, with the electron at 0.40 of the ligand distance, give a positive gap of 0.0379 in units of charge over ligand distance (atomic units). This checks the order, not the size, of the gap in an oxide.

## What angular momentum does to each manifold

First-order theory for a degenerate level diagonalizes the perturbation inside that level. The question is therefore what $\mathbf L$ does within e and within t2. Its components are

$$L_x=-i(y\partial_z-z\partial_y),\quad L_y=-i(z\partial_x-x\partial_z),\quad L_z=-i(x\partial_y-y\partial_x).$$

They do not act on the radial factor. For $|z^2\rangle$ the derivatives along $x,y,z$ are $-x,-y,2z$, so

$$L_x|z^2\rangle=-i(2yz+yz)=-i\sqrt3\,|yz\rangle,$$

$$L_y|z^2\rangle=-i(-zx-2zx)=i\sqrt3\,|zx\rangle,$$

$$L_z|z^2\rangle=-i(-xy+xy)=0.$$

For $|x^2-y^2\rangle$ the derivatives are $\sqrt3x,-\sqrt3y,0$, and

$$L_x|x^2-y^2\rangle=-i\sqrt3\,yz=-i|yz\rangle,$$

$$L_y|x^2-y^2\rangle=-i\sqrt3\,zx=-i|zx\rangle,$$

$$L_z|x^2-y^2\rangle=-i(-2\sqrt3\,xy)=2i|xy\rangle.$$

Every nonzero result lies in t2. With $P_e$ the projector on e,

$$P_e\mathbf LP_e=0,\qquad P_e(\mathbf L\cdot\mathbf S)P_e=0.$$

This is a statement about the whole block, so it also holds for complex superpositions of the two orbitals. Since $\mathbf L$ generates rotations, its meaning is geometric: the first-order change of an e orbital under a small rotation consists entirely of t2 orbitals. The angular momentum of the d shell has not disappeared. For e, it resides in the connection to t2.

Within t2 the same operation gives

$$L_z|yz\rangle=-i|zx\rangle,\qquad L_z|zx\rangle=i|yz\rangle.$$

$L_z|xy\rangle=-2i|x^2-y^2\rangle$ leaves the manifold and does not contribute in first order. Compare a p shell with angular momentum $\mathbf l$, where $l_z|x\rangle=i|y\rangle$, $l_z|y\rangle=-i|x\rangle$ and $l_z|z\rangle=0$. Matching $yz,zx,xy$ to $x,y,z$ reverses the sign. Cyclic exchange of the axes gives the other components, so

$$P_t\mathbf LP_t=-\mathbf l.$$

For a p shell with spin one half, $\mathbf l\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]$. This is $1/2$ for the four $j=3/2$ states and $-1$ for the two $j=1/2$ states. With the reversed sign, the first-order t2 energies are

$$\Delta-\tfrac{\zeta}{2}\ \text{(four states)},\qquad \Delta+\zeta\ \text{(two states)}.$$

The weighted mean shift is zero, because $4(-\tfrac12)+2(1)=0$, and the first-order splitting is $3\zeta/2$.

## Symmetry: ligand admixture and higher orders

Real d-like states contain ligand orbitals. A symmetry argument covers them. Under the 24 proper rotations of a cube, the orbital part of the spin-orbit operator transforms as an axial vector, T1. It can act inside E only if E×E contains T1. The characters are:

| Rotations | E | T1 | T2 |
|---|---:|---:|---:|
| identity, 1 | 2 | 3 | 3 |
| threefold, 8 | −1 | 0 | 0 |
| twofold, edge axes, 6 | 0 | −1 | 1 |
| fourfold, 6 | 0 | 1 | −1 |
| twofold, cube axes, 3 | 2 | −1 | −1 |

The number of times T1 occurs is the group average of the product of characters:

$$n_{E}=\frac{4\cdot3+3\cdot4\cdot(-1)}{24}=0,$$

$$n_{T_2}=\frac{9\cdot3-6+6-3}{24}=1.$$

The first-order result for e therefore survives ligand admixture, provided that the site remains cubic.

Higher orders require the spin to be transformed as well. For a rotation by $\theta$, the spin character squared is $4\cos^2(\theta/2)=1+(1+2\cos\theta)$, or one plus the T1 character. Down the table it is $4,1,0,2,0$. The mean squared characters of the products with spin are

$$N_E=\frac{4\cdot4+8\cdot1\cdot1}{24}=1,\qquad
N_{T_2}=\frac{9\cdot4+6\cdot1\cdot2}{24}=2.$$

A value of 1 means that the four e spin-orbitals form one irreducible set. By Schur's lemma, a Hamiltonian with the full cubic symmetry gives all four the same energy. No order in $\zeta$ can split them. The value 2 means that t2 with spin contains two different irreducible sets, which may have different energies.

## The shift that remains

The e level can still move as a whole. Spin-one-half operators obey $S_iS_j=\delta_{ij}/4+(i/2)\epsilon_{ijk}S_k$, and $\mathbf L\times\mathbf L=i\mathbf L$. Hence

$$(\mathbf L\cdot\mathbf S)^2=\frac{L^2}{4}+\frac i2(\mathbf L\times\mathbf L)\cdot\mathbf S
=\frac32-\frac12\mathbf L\cdot\mathbf S,$$

where $L^2=6$ for a d shell. The last term has no e block, so $P_e(\mathbf L\cdot\mathbf S)^2P_e=3/2$. All intermediate states reached from e lie in t2, at energy $\Delta$, and second-order theory gives

$$\delta E_e=-\frac{3\zeta^2}{2\Delta}.$$

The five-orbital model can also be solved in full. Start from a normalized e spin-orbital $|u\rangle$. Because the e block of $(\mathbf L\cdot\mathbf S)^2$ is $3/2$, we may write $\mathbf L\cdot\mathbf S|u\rangle=\sqrt{3/2}\,|w\rangle$, with $|w\rangle$ normalized and in t2. Applying the operator again,

$$\mathbf L\cdot\mathbf S|w\rangle=\sqrt{\tfrac23}\left(\tfrac32|u\rangle-\tfrac12\sqrt{\tfrac32}|w\rangle\right)
=\sqrt{\tfrac32}|u\rangle-\tfrac12|w\rangle.$$

The pair is closed, and its Hamiltonian is

$$\begin{pmatrix}0&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta-\zeta/2\end{pmatrix}.$$

Its energies satisfy

$$E^2-\left(\Delta-\frac\zeta2\right)E-\frac{3\zeta^2}{2}=0.$$

Orthogonal choices of $|u\rangle$ give orthogonal $|w\rangle$, so there are four identical copies. The other two t2 states are orthogonal to every $|w\rangle$ and do not couple to e. They are the first-order doublet and stay at $\Delta+\zeta$.

In the opposite limit, $\Delta=0$, the quadratic becomes $(E-\zeta)(E+3\zeta/2)=0$. Together with the doublet at $\zeta$, this gives six states at $\zeta$ and four at $-3\zeta/2$: the free-ion $j=5/2$ and $j=3/2$ levels. For $\Delta>0$, the e quartet thus passes into the $j=3/2$ quartet without splitting. In octahedral coordination with e above t2, $\Delta$ is negative and the same second-order formula gives an upward shift.

## Size for a hafnia-like site

Take $\Delta=3$ eV and $\zeta=0.2$ eV. These round inputs are in the rough regime of Hf 5d states in cubic hafnia; they are not results of a band calculation. The second-order shift is

$$\delta E_e=-\frac{3(0.2)^2}{2(3)}=-0.0200\ {\rm eV}.$$

The quadratic gives

$$E=1.45\mp\sqrt{1.45^2+0.06}\ {\rm eV},$$

or $-0.0205$ eV for e and 2.9205 eV for the lower t2 level. The upper t2 level is at 3.2000 eV. The full t2 splitting is 0.2795 eV, compared with 0.3000 eV in first order. The difference arises because e repels the lower t2 quartet upward and leaves the doublet alone. The e splitting is zero.

The e shift corresponds to 238 K, and the thermal energy at 300 K is 0.0259 eV. A common shift does not redistribute electrons among the four e states, but it can change a barrier. If the electrode level is held fixed and the shift lowers the barrier by its full amount, nondegenerate thermionic emission with an unchanged prefactor grows by $\exp(0.0205/0.0259)\approx2.2$. Thermionic emission serves here only as an illustration: at fields of a few MV/cm and barriers of 1.5 to 2 eV, tunnelling usually carries more of the current, and its sensitivity to the barrier depends on mass and field. In either case a shift that is small beside a band gap may still matter for a leakage estimate.

## Distortions that lift the protection

**Tetragonal distortion.** Add $V=\tau_z(L_z^2-2)$. It shifts $z^2$ by $-2\tau_z$, $x^2-y^2$ and $xy$ by $+2\tau_z$, and $yz,zx$ by $-\tau_z$. The e orbitals split by $4\tau_z$ before spin-orbit coupling enters. For a splitting of 0.3 eV, $\tau_z=0.075$ eV.

Spin-orbit coupling then corrects the splitting in second order. Each path contributes $\zeta^2/4$ times the squared element of $\mathbf L$, divided by the energy difference:

$$\delta E_{z^2}=-\frac{3\zeta^2}{2(3.075\ {\rm eV})}=-0.0195\ {\rm eV},$$

$$\delta E_{x^2-y^2}=-\frac{\zeta^2}{3.000\ {\rm eV}}-\frac{\zeta^2}{2(2.775\ {\rm eV})}=-0.0205\ {\rm eV}.$$

The paths that would mix the two e orbitals through $yz$ and $zx$ cancel, since those levels are degenerate. The upper orbital falls by 0.001 eV more than the lower one, in agreement with the full splitting of 0.2989 eV. Here the structure sets the splitting, and spin-orbit coupling hardly changes it.

**Trigonal distortion.** A field along the cube diagonal $\mathbf n$ acts differently. Take $V=\tau(L_n^2-2)$ and label states by their angular momentum $m$ along $\mathbf n$. A threefold rotation distinguishes $m$ only modulo 3. The E character of $-1$ requires one e state from the pair $m=2,-1$ and one from $m=-2,1$. Since $L_n$ vanishes within e, the first has weights $1/3$ and $2/3$. With suitable phases,

$$|e_+\rangle=\sqrt{\tfrac13}|2\rangle+\sqrt{\tfrac23}|{-1}\rangle,\qquad
|t_+\rangle=\sqrt{\tfrac23}|2\rangle-\sqrt{\tfrac13}|{-1}\rangle.$$

The diagonal element of $V$ in $|e_+\rangle$ is $\tau(4/3+2/3-2)=0$. The elements to t2 are

$$v=\langle t_+|V|e_+\rangle=\tau\frac{\sqrt2}{3}(4-1)=\sqrt2\,\tau,$$

$$\langle t_+|L_n|e_+\rangle=\frac{\sqrt2}{3}(2+1)=\sqrt2.$$

To first order in $v/\Delta$, the distorted state is $|e_+\rangle-(v/\Delta)|t_+\rangle$. Its angular momentum is $-2\sqrt2\,v/\Delta$, where the factor 2 counts the two cross terms. The partner $|e_-\rangle$, with all $m$ reversed, has the opposite value. Without spin the two stay degenerate, but they now carry angular momentum. The term $\zeta L_nS_n$, with $S_n=\pm1/2$, produces two doublets separated by

$$\delta_{\rm tri}=\frac{2\sqrt2\,\zeta|v|}{\Delta}.$$

The transverse terms of $\mathbf L\cdot\mathbf S$ do not alter this order. The threefold rotation lets them connect only $e_+$ with spin down to $e_-$ with spin up. These states are time-reversal partners. For an electron, time reversal $T$ satisfies $T^2=-1$, which gives $\langle\phi|HT\phi\rangle=-\langle\phi|HT\phi\rangle$, so the element is zero.

With $|v|=0.1$ eV the formula gives 0.0189 eV. Diagonalization gives 0.0196 eV for $\tau>0$ and 0.0208 eV for $\tau<0$, about 4% and 10% more. The sign of the distortion matters only beyond leading order. Without spin-orbit coupling the splitting is zero. A scalar-relativistic calculation would miss all of it.

## The model beside a real capacitor

The main difference from a device is structural. The ferroelectric phase of hafnia is orthorhombic and polar, so its cation site is not cubic and the e degeneracy has no symmetry protection. The 0.3 eV tetragonal splitting is an illustration of how far this can move the levels, not a value for that phase. It is about fifteen times the cubic e shift. The values of $\Delta$ and $\zeta$ are plausible in size, but should be replaced by values extracted for the material. In mixed hafnium-zirconium oxide, $\zeta$ is expected to be smaller for the 4d states of the lighter zirconium. At fixed $\Delta$, the second-order shift scales as $\zeta^2$.

Other omissions can be sized with rough inputs:

- **Ligand admixture.** If it is represented by multiplying $\zeta$ by 0.80, with $\Delta$ fixed, the t2 splitting falls to 0.2269 eV and the e shift to $-0.0131$ eV. A single factor is a simplification: e and t2 contain different amounts of d character, and bonding t2 states below the edge push e slightly upward.
- **Band dispersion.** A general wavevector has lower symmetry than the site, so e-derived bands can split there without spin. Take two bands with a common minimum and masses of 1 and 3 electron masses. Where the light band has kinetic energy $1.5kT$, the heavy one has $0.5kT$. At 300 K they differ by 0.0259 eV, more than the spin-orbit shift. If the band minimum is away from the zone centre, its own symmetry must be examined.
- **Operating field.** At 3 MV/cm, a dipole length of 1 angstrom gives an energy of 0.03 eV. At a site with inversion symmetry, d states have no linear shift. With odd-parity states 5 eV away, the second-order scale is $0.03^2/5\approx0.0002$ eV. A polar site permits a linear term, whose scale with this dipole would be 0.03 eV. Both figures use the applied field; in a high-permittivity oxide the local field and the field-induced ionic displacements can make them considerably larger.

Dynamic Jahn-Teller coupling and electron-electron interaction are also left out. The first can matter for a trapped electron, because an e level can gain energy by distorting its surroundings; the second matters when several d electrons share a site.

## What to do in a calculation

First identify the orbital character and the symmetry at the actual band minimum. For a nonmagnetic structure with one cubic cation site per primitive cell, as in fluorite, and an e edge at the zone centre, scalar-relativistic orbitals give the correct degeneracy. Estimate the size of the missing shift from $3\zeta^2/(2\Delta)$ and decide whether the target quantity tolerates it. This estimate neglects ligand admixture, which reduces the shift when e lies below t2; without admixture it is slightly too small (0.0200 against 0.0205 eV). It also depends on the $\zeta$ chosen, which grows with the charge of the ion, so a neutral-atom value can underestimate the shift. For the present inputs, the shift can be neglected if the conduction edge is needed only to within 0.1 eV. It may have to be included for a leakage current that depends exponentially on the barrier. For a t2 edge, include spin-orbit coupling when its effect is comparable with the required accuracy or larger: the edge drops by $\zeta/2$ in first order (0.12 eV in full for $\Delta=-3$ eV), and the levels split by $3\zeta/2$.

The fourfold degeneracy is also a useful diagnostic. If a nonmagnetic spinor calculation in the primitive fluorite cell splits the e level at the zone centre, look for a distorted cell, displaced atoms or a numerical grid that breaks the symmetry. The test needs a cubic site, not merely a cubic crystal: where several trigonal cation sites share a cubic cell, some e-derived levels at the zone centre do split with spin-orbit coupling. In a conventional cell or supercell, e-derived states folded in from the zone boundary also appear there with other degeneracies.

For a distorted phase, relax the structure before judging the coupling. If the e orbitals are already well separated and t2 is far away, as in the tetragonal example, spin-orbit coupling is a small correction to their separation. A strong low-symmetry field, approaching 1 eV, also mixes e with t2, and the correction can then reach a few hundredths of an eV. If a threefold axis keeps them degenerate, only a spinor calculation shows their splitting. It is linear in $\zeta$ when the trigonal field mixes e with t2, and about 0.02 eV in the example, so run the spinor calculation when the target quantity resolves that scale. The numerical output below gives most of the values quoted here.

## Calculated quantities

```
Cubic gap E(t2)-E(e), model input: 3.00 eV
Spin-orbit constant zeta, model input: 0.20 eV
Largest |L| element within e: 0.000 hbar
Largest |L| element within t2: 1.000 hbar
|<xy|Lz|x2-y2>|: 2.000 hbar
|<yz|Lx|z2>|: 1.732 hbar
Times T1 occurs in ExE: 0; in T2xT2: 1
Character norm, E x spin: 1; T2 x spin: 2
Point-charge test, electron/ligand radius: 0.40
Point-charge t2-e gap: 0.0379 (charge/ligand radius, a.u.)
First-order slope of e: 0.000 (energy/zeta)
First-order slopes of t2: -0.500, 1.000
First-order t2 levels: 2.9000, 3.2000 eV
First-order t2 splitting: 0.3000 eV
Full e level (4 states): -0.0205 eV
Full lower t2 level (4 states): 2.9205 eV
Full upper t2 level (2 states): 3.2000 eV
Full t2 splitting: 0.2795 eV
Full e splitting: 0.0000 eV
Second-order e shift: -0.0200 eV
Size of full e shift as a temperature: 238 K
Tetragonal e splitting without spin-orbit: 0.3000 eV
Same with spin-orbit: 0.2989 eV
Trigonal e-t2 mixing element, input: 0.10 eV
Trigonal e splitting without spin-orbit: 0.0000 eV
Trigonal e splitting with spin-orbit, full: 0.0196 eV
Same, leading-order formula: 0.0189 eV
Temperature of use: 300 K
Thermal energy: 0.0259 eV
Illustrative band masses: 1.0, 3.0 m_e
Band splitting at thermal wavevector*: 0.0259 eV
*where the light band has kinetic energy 1.5 kT
Illustrative factor on zeta from ligand admixture: 0.80
t2 splitting with that factor: 0.2269 eV
e shift with that factor: -0.0131 eV
Operating field, input: 3.0 MV/cm
Dipole length, rough input: 1.0 angstrom
Gap to odd-parity states, rough input: 5.0 eV
Second-order field shift, rough size: 0.00018 eV
```
